\section*{Zero-defect yield of area-selective deposition with gamma-distributed defect density}

\section{From nuclei to a yield}

\textbf{Q:} In area-selective deposition a film should grow on one surface and leave the neighbouring one bare. Stray nuclei appear on the bare side, and a corrective etch removes nearly all of them. If I know the mean number of survivors per die, I take the Poisson formula and have the yield. Why would I need more?

\textbf{A:} Because the Poisson formula assumes that every die has the same expected number of survivors. Let me first derive it for one die, so that we see where this enters.

Call a nucleus a killer if it survives the etch and makes the die fail, and let $K$ be the number of killers on the die. Nucleus $i$ becomes a killer with probability $q_i$, independently of the others. The expected count is $\Lambda=\sum_i q_i$. Each nucleus contributes a factor $(1-q_i)+q_i z$ to the generating function of $K$, so
\begin{align}
\langle z^K\rangle &=\prod_i\left[1+(z-1)q_i\right],\\
\ln\langle z^K\rangle &=(z-1)\Lambda-\tfrac12(z-1)^2\sum_i q_i^2+\dots
\end{align}
Since $\sum_i q_i^2\le q_{\max}\Lambda$, the second term vanishes when every $q_i$ is small and $\Lambda$ stays finite. What remains is $e^{(z-1)\Lambda}$. Its coefficient of $z^k$ is the Poisson probability
\begin{equation}
P(k|\Lambda)=\frac{\Lambda^k}{k!}e^{-\Lambda},\qquad P(0|\Lambda)=e^{-\Lambda}.
\label{eq:poisson}
\end{equation}

\textbf{Q:} But the density is not uniform even within one die. Does that not spoil the result already?

\textbf{A:} No. The $q_i$ were allowed to differ, and only their sum survived. As long as every $q_i$ stays small, a die with a bad corner and a die with the same $\Lambda$ spread evenly have the same chance of being clean. If the corner puts the risk on a handful of nuclei, the term $\sum_i q_i^2$ returns: with 0.6 of $\Lambda=0.8$ carried by eight nuclei, the chance is 0.439 instead of 0.449. What matters is that $\Lambda$ differs from die to die, for instance because the inhibitor layer or the etch is better in one place than in another. The average yield is then $Y=\langle e^{-\Lambda}\rangle$, which in general is not $e^{-\langle\Lambda\rangle}$.

\section{The gamma average}

\textbf{Q:} That average needs a distribution of $\Lambda$. Which one, and on what grounds?

\textbf{A:} I take a gamma distribution. It is a model choice: it lives on $\Lambda\ge0$, and its mean and width can be set separately. With mean $m$, shape $a>0$ and the abbreviation $b=a/m$,
\begin{equation}
f(\Lambda)=\frac{b^a}{\Gamma(a)}\Lambda^{a-1}e^{-b\Lambda}.
\end{equation}
All we need is $\int_0^\infty\Lambda^{s-1}e^{-\beta\Lambda}\,d\Lambda=\Gamma(s)/\beta^s$, which follows from the definition of $\Gamma$ by substituting $t=\beta\Lambda$. With $s=a$ and $\beta=b$ it shows that $f$ is normalized. With $s=a+1$ and $s=a+2$ it gives
\begin{align}
\langle\Lambda\rangle&=\frac{\Gamma(a+1)}{\Gamma(a)\,b}=\frac ab=m,\\
\langle\Lambda^2\rangle&=\frac{\Gamma(a+2)}{\Gamma(a)\,b^2}=\frac{a(a+1)}{b^2}=m^2\left(1+\frac1a\right).
\end{align}
The variance of $\Lambda$ is therefore $m^2/a$: small $a$ means strong variation between dies.

\textbf{Q:} And the yield?

\textbf{A:} The factor $e^{-\Lambda}$ merely changes $b$ to $b+1$ in the exponent:
\begin{align}
Y&=\frac{b^a}{\Gamma(a)}\int_0^\infty\Lambda^{a-1}e^{-(b+1)\Lambda}\,d\Lambda
=\left(\frac{b}{b+1}\right)^a\nonumber\\
&=\left(1+\frac1b\right)^{-a}=\left(1+\frac ma\right)^{-a}.
\label{eq:yield}
\end{align}

\textbf{Q:} Is it larger or smaller than $e^{-m}$?

\textbf{A:} Larger, for every $m>0$ and finite $a$. For $x>0$,
\begin{equation}
\ln(1+x)=\int_0^x\frac{dt}{1+t}<x .
\end{equation}
Put $x=m/a$ and multiply by $a$: $a\ln(1+m/a)<m$. Changing sign and exponentiating gives $Y>e^{-m}$.

The gain also shrinks steadily as $a$ grows at fixed $m$. Differentiating $\ln Y=-a\ln(1+m/a)$ gives
\begin{equation}
\frac{\partial\ln Y}{\partial a}=-\ln(1+x)+\frac{x}{1+x}.
\end{equation}
The right side is zero at $x=0$, and its derivative with respect to $x$ is $-1/(1+x)+1/(1+x)^2=-x/(1+x)^2<0$. Hence it is negative for $x>0$.

\textbf{Q:} What happens at the two ends?

\textbf{A:} For $a\to\infty$ at fixed $m$, expanding the logarithm gives
\begin{equation}
\ln Y=-m+\frac{m^2}{2a}-\frac{m^3}{3a^2}+\dots,
\end{equation}
so the Poisson yield returns, with a leading relative gain of $m^2/(2a)$. For $a\to0$ at fixed $m$, $a\ln(1+m/a)\to0$ and $Y\to1$: the killers are concentrated on a vanishing fraction of the dies.

A third limit matters for good processes, namely small $m$ at fixed $a$. There
\begin{align}
Y&=1-m+\frac{m^2}{2}\left(1+\frac1a\right)+O(m^3),\\
e^{-m}&=1-m+\frac{m^2}{2}+O(m^3),
\end{align}
and the difference is $m^2/(2a)$ to leading order. The first-order loss $m$ is the same in both models.

\section{Where the extra good dies come from}

\textbf{Q:} This sounds like a recommendation to make the process less uniform.

\textbf{A:} It is not, because $m$ is held fixed in the comparison. If non-uniformity arises because some dies receive additional killers while no die improves, each $\Lambda$ becomes $\Lambda+\delta$ with $\delta\ge0$. Then $e^{-\Lambda-\delta}\le e^{-\Lambda}$ on every die and the yield cannot rise. The gain belongs to redistribution: the same mean number of killers is packed onto fewer dies.

\textbf{Q:} Can you show that packing in the counts?

\textbf{A:} Average Eq.~(\ref{eq:poisson}) over $f$, using the same integral with $s=a+k$:
\begin{align}
P(k)&=\frac{b^a}{k!\,\Gamma(a)}\,\frac{\Gamma(a+k)}{(b+1)^{a+k}}\nonumber\\
&=\frac{\Gamma(a+k)}{k!\,\Gamma(a)}\left(\frac{m}{a+m}\right)^k\left(\frac{a}{a+m}\right)^a .
\end{align}
This is the negative binomial distribution. A Poisson count has $\langle K|\Lambda\rangle=\Lambda$ and $\langle K^2|\Lambda\rangle=\Lambda+\Lambda^2$, hence $\langle K\rangle=m$ and
\begin{equation}
\mathrm{Var}\,K=m+m^2\left(1+\frac1a\right)-m^2=m+\frac{m^2}{a}.
\end{equation}

Clean dies carry no killers, so the mean count on failing dies is $m/(1-Y)$, which is larger than the Poisson value $m/(1-e^{-m})$. Among clean dies, $\Lambda$ has a density proportional to $f(\Lambda)e^{-\Lambda}$. This is again a gamma density with shape $a$, but with $b+1$ in place of $b$. Its mean is
\begin{equation}
\frac{a}{b+1}=\frac{m}{1+m/a}<m .
\end{equation}
Clean dies thus come preferentially from the low-density part of the population.

\section{Numbers for a logic die}

\textbf{Q:} Give me a case.

\textbf{A:} Take dielectric-on-dielectric deposition beside copper lines, as proposed for self-aligned vias. The die has $1.0\ \mathrm{cm^2}$, of which a fraction 0.40 is copper that should stay bare. Before the etch there are $10^8$ nuclei per $\mathrm{cm^2}$ of copper, hence $0.40\times10^8=4.0\times10^7$ per die. I choose a mean killer probability of $2.0\times10^{-8}$ and a shape $a=2$. Then
\begin{align}
m&=4.0\times10^7\times2.0\times10^{-8}=0.80,\\
Y&=(1+0.80/2)^{-2}=1.4^{-2}=0.510,\\
e^{-m}&=0.449 .
\end{align}
The gain is 0.061 in yield. A simulation of one million dies, each with its $\Lambda$ drawn from the gamma law and split at random between two regions, gives 0.5105 against 0.5102 from Eq.~(\ref{eq:yield}). The sampling error is about 0.0005.

Failing dies carry 1.63 killers on average, against 1.45 in the Poisson case. Single-killer dies become rarer (0.292 instead of 0.359), while three-killer dies become more frequent (0.048 instead of 0.038). Clean dies have a mean $\Lambda$ of 0.57.

\textbf{Q:} How much hangs on $a=2$?

\textbf{A:} At the same $m$, the yield is 0.556 for $a=1$, 0.482 for $a=4$ and 0.463 for $a=10$. An uncertainty of a factor of two in $a$ thus moves the yield by 0.03 to 0.05.

\textbf{Q:} Nobody would run a line at 51\,\%. What does the formula buy at 90\,\%?

\textbf{A:} Very little at $a=2$. Solving $Y^{-1/a}=1+m/a$ for the allowed mean gives
\begin{equation}
m=a\left(Y^{-1/a}-1\right),
\end{equation}
which is 0.108 for $Y=0.90$ and $a=2$. The Poisson answer, $-\ln0.90$, is 0.105. In killer density on copper this is $0.270$ against $0.263\ \mathrm{cm^{-2}}$, a specification looser by about 3\,\%. This is the small-$m$ limit at work: for $m\ll a$ the allowed mean rises by a fraction of about $m/(2a)$. Stronger variation between dies gives more; at $a=0.5$ the specification would be looser by about 11\,\%. With the nucleus density unchanged, the mean killer probability must fall from $2.0\times10^{-8}$ to $2.7\times10^{-9}$ for $a=2$, to $2.9\times10^{-9}$ for $a=0.5$ and to $2.6\times10^{-9}$ in the Poisson case, a factor between 6.8 and 7.6.

\section{How far the result can be trusted}

\textbf{Q:} You chose the gamma law for convenience. Suppose I accept only its mean and variance.

\textbf{A:} Then the yield is confined to an interval. For the lower end, $e^{-\Lambda}$ lies above its tangent at $m$:
\begin{equation}
e^{-\Lambda}\ge e^{-m}\left[1-(\Lambda-m)\right],
\end{equation}
with equality only at $\Lambda=m$. Averaging gives $Y>e^{-m}$ for any law with non-zero variance, so the sign of the effect does not depend on the gamma form. The bound can be approached. With $s^2=m^2/a$, put weight $s^2/(s^2+d^2)$ at $m+d$ and the rest at $m-s^2/d$, with $d\ge m/a$ so that the lower point is not negative. The mean is $m$ and the variance $s^2$, yet for $d\to\infty$ the yield tends to $e^{-m}$.

For the upper end, let $p(\Lambda)$ be the quadratic that equals $e^{-\Lambda}$ at $0$ and touches it at some $x_1>0$. At any other $\Lambda>0$, choose $C$ so that
\begin{equation}
g(t)=e^{-t}-p(t)-C\,t(t-x_1)^2
\end{equation}
vanishes at $t=\Lambda$. Then $g$ has four zeros, counting $x_1$ twice. By Rolle's theorem $g'''$ vanishes at some $\xi$, so $-e^{-\xi}-6C=0$ and $C<0$. Hence $e^{-\Lambda}\le p(\Lambda)$.

The average of $p$ depends on the mean and variance alone. It can therefore be evaluated with a law that has weight $w$ at $x_1$ and $1-w$ at zero, where $p$ and $e^{-\Lambda}$ coincide. The conditions $wx_1=m$ and $wx_1^2=m^2(1+1/a)$ give $x_1=m(1+1/a)$ and $w=a/(a+1)$, so
\begin{equation}
e^{-m}<Y\le\frac{1}{a+1}+\frac{a}{a+1}\,e^{-m(1+1/a)} .
\end{equation}
For our numbers the interval runs from 0.449 to 0.534. A lognormal law with the same mean and variance gives 0.504, which is 0.0065 below the gamma value.

\textbf{Q:} May I use the same $a$ for a die of twice the area?

\textbf{A:} Only if both halves share one density. Then $\Lambda$ doubles on every die, $a$ stays, and the yield is $(1+2m/a)^{-a}=1.8^{-2}=0.309$. If the halves are independent, their yields multiply:
\begin{equation}
Y^2=\left(1+\frac ma\right)^{-2a}=0.260 ,
\end{equation}
which is the gamma formula with mean $2m$ and shape $2a$. The Poisson value is 0.202. Extrapolation in area thus needs the distance over which the density is correlated, which a single $a$ does not contain.

\textbf{Q:} And if I measure one wafer and find 75\,\%?

\textbf{A:} That need not contradict the model. Suppose that all $N=600$ dies of a wafer share one $\Lambda$, which varies between wafers. The wafer yield then scatters because $e^{-\Lambda}$ varies and because $N$ is finite:
\begin{equation}
\sigma^2=\left\langle e^{-2\Lambda}\right\rangle-Y^2+\frac{Y-\langle e^{-2\Lambda}\rangle}{N}.
\end{equation}
The last term is the binomial variance $e^{-\Lambda}(1-e^{-\Lambda})/N$, averaged over $\Lambda$. The average $\langle e^{-2\Lambda}\rangle$ is the yield formula with $m$ replaced by $2m$, or 0.309. This gives $\sigma=0.22$, so 75\,\% is about one standard deviation from the mean. If instead each die draws its own $\Lambda$, $\sigma=\sqrt{Y(1-Y)/N}=0.020$, and 75\,\% would speak strongly against these parameters.

\textbf{Q:} Which assumption would a real copper surface break first?

\textbf{A:} I would suspect the independence of the killers; that is a conjecture. One flaw in the inhibitor may leave several killers close together. Let each such event leave $c$ killers on average, and at least one. At fixed $m$, the expected number of events is $\Lambda/c$, still gamma distributed with shape $a$, and a die is clean when it has no event:
\begin{equation}
Y_c=\left(1+\frac{m}{ca}\right)^{-a}.
\end{equation}
For $c=1.2$ this is 0.563, higher by 0.052, nearly as much as the whole gain over Poisson. The finite number of nuclei, by contrast, is harmless as long as the risk is spread over many of them. For equal $q_i$ the neglected term in $\ln P(0|\Lambda)$ is $-\Lambda^2/(2n)$ with $n=4.0\times10^7$ nuclei, and the average yield changes by $-3\times10^{-9}$. If the risk sits instead on a few fixed nuclei, $n$ is their number: the change is $-0.003$ for 40 and $-0.013$ for 10.

\textbf{Q:} So how close is the example to a real process?

\textbf{A:} Only the layout, dielectric beside copper, is taken from a proposed use. The copper fraction and the nucleus density are assumed values; in practice the density depends on the inhibitor, the precursor and the number of cycles. The killer probability and $a$ are chosen, not measured, and the resulting yield is far below what production could accept from one failure mechanism; it was set there to make the difference visible. Other failure mechanisms are left out. Satellite killers move the mean yield of this die by $+0.05$ for $c=1.2$, and the lognormal form moves it by $-0.0065$. Other laws with the same mean and variance could lower it by up to 0.06 or raise it by up to 0.024, as the interval above shows. For a real line, $m$, $a$ and $c$ would have to be estimated from defect maps, which show both the spread between dies and the grouping within them, combined with electrical tests that tell which defects make a die fail. The remaining digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
die area                               1.0 cm^2
non-growth copper fraction             0.40
non-growth copper area                 0.40 cm^2
nucleus density before etch (rough)    1.0e+08 cm^-2
nuclei per die before etch             4.0e+07
mean survival fraction                 2.0e-08
mean killer density on copper          2.00 cm^-2
mean killer count m                    0.800 per die
gamma shape a                          2.0
standard deviation of L                0.5657 per die
count variance, gamma-Poisson          1.1200
count variance, Poisson                0.8000
yield, gamma                           0.5102
yield, gamma, by quadrature            0.5102
yield, gamma, simulated dies           0.5105
yield, Poisson                         0.4493
yield gain over Poisson                0.0609
P(1 killers), gamma / Poisson          0.2915 / 0.3595
P(2 killers), gamma / Poisson          0.1249 / 0.1438
P(3 killers), gamma / Poisson          0.0476 / 0.0383
mean L of good dies                    0.5714 per die
mean count of failing dies, gamma      1.6333
mean count of failing dies, Poisson    1.4528
yield at same m for a =  0.5           0.6202
yield at same m for a =  1.0           0.5556
yield at same m for a =  4.0           0.4823
yield at same m for a = 10.0           0.4632
upper bound from mean and variance     0.5341
target yield                           0.90
allowed m, gamma                       0.1082 per die
allowed m, Poisson                     0.1054 per die
allowed killer density, gamma          0.2705 cm^-2
allowed killer density, Poisson        0.2634 cm^-2
allowed survival fraction, gamma       2.705e-09
neglected: finite nucleus number       -3.1e-09 in yield
neglected: lognormal law, yield        0.5037
lognormal minus gamma yield            -0.0065
twice the area, shared density         0.3086
twice the area, independent halves     0.2603
twice the area, Poisson                0.2019
dies per wafer                         600
wafer yield s.d., L shared by wafer    0.2206
wafer yield s.d., L independent        0.0204
killers per event c                    1.2
neglected: satellite killers, yield    0.5625
satellite minus gamma yield            +0.0523
\end{verbatim}
